\section*{Form factors of the elastic spin one-half electromagnetic vertex, part 2}

An electron scatters elastically from a stable spin one-half particle of mass $m$ and charge number $Z$ by exchanging one photon. The target's structure enters through $J^\mu_{s's}(p',p)=\langle p',s'|J^\mu(0)|p,s\rangle$, with $J^\mu=(c\rho,\mathbf J)$ and $q=p'-p$. We use atomic units, $\hbar=e=m_e=1$, keep $c$, and take the metric $(+,-,-,-)$ with $p^\mu=(E/c,\mathbf p)$. States are normalized to $2(E/c)(2\pi)^3\delta^3(\mathbf p'-\mathbf p)\delta_{s's}$. Moving states are pure boosts of states at rest, and a Lorentz transformation $\Lambda$ acts on their spin labels through a $2\times2$ matrix $D$.

In the frame where the initial particle is at rest,
\begin{equation}
q^2=2m(mc^2-E')=-2mT ,
\label{recoil}
\end{equation}
where $E'$ is the final energy and $T=E'-mc^2$ the recoil kinetic energy.

In the Breit frame $\mathbf p'=-\mathbf p=\frac12k\hat{\mathbf z}$, and the current is described by $2\times2$ spin matrices $j^\mu$. Rotations about $z$ restrict them to
\begin{equation}
j^0=a+b\sigma_z,\qquad j^3=a'+b'\sigma_z ,
\label{diagonal}
\end{equation}
\begin{equation}
j^1=d\sigma_x-f\sigma_y,\qquad j^2=d\sigma_y+f\sigma_x ,
\label{transverse}
\end{equation}
with complex functions of $k$ as coefficients. Parity removes $b$, $b'$ and $d$. Current conservation, $q_\mu J^\mu=0$, removes $j^3$. Hermiticity gives
\begin{equation}
[J^\mu(p',p)]^\dagger=J^\mu(p,p') .
\label{hermitian}
\end{equation}
A half turn about $x$, with spin matrix $-i\sigma_x$, exchanges the two momenta and multiplies $(j^0,j^1,j^2,j^3)$ by $(1,1,-1,-1)$. Together these make $a$ real and $f$ imaginary. The two remaining functions are written $a=2mcG_E$ and $f=-ikG_M$, with $G_E$ and $G_M$ real. As $k\to0$, $G_E\to Z$, and $G_M$ is assumed to have a finite limit.

Q: Before you go on, collect what I am to carry over from the Breit frame.

A: The momenta are $\mathbf p'=\mathbf k/2$ and $\mathbf p=-\mathbf k/2$, with $\mathbf k=k\hat{\mathbf z}$, $q=p'-p$ and $q^2=-k^2<0$. Both energies equal $E$, with $E^2/c^2=m^2c^2+k^2/4$. The current matrix element is $J^\mu=c\chi'^\dagger j^\mu\chi$, where
\begin{equation}
j^0=2mcG_E,\qquad \mathbf j=i\boldsymbol\sigma\times\mathbf k\,G_M ,
\label{restated}
\end{equation}
and $G_E$, $G_M$ are real functions of $q^2$. Covariance fixes all other frames. Atomic units with $c$ kept and the metric $(+,-,-,-)$ remain in use.

Q: A vertex in a Feynman diagram is written with Dirac matrices. How do two-component amplitudes become such a vertex?

A: By using spinors that carry the same spin labels as the states. In the Dirac representation, with $N=E/c+mc$,
\begin{equation}
u(p,\chi)=\begin{pmatrix}\sqrt N\,\chi\\[2pt]
\boldsymbol\sigma\cdot\mathbf p\,\chi/\sqrt N\end{pmatrix},\qquad \bar u=u^\dagger\gamma^0 .
\label{spinor}
\end{equation}
Since $\mathbf p^2=(E/c-mc)N$, this solves $\not{p}\,u=mc\,u$, where $\not{p}=\gamma^\mu p_\mu$. It also has $\bar uu=N-\mathbf p^2/N=2mc$.

For a boost of rapidity $\zeta$ along $\mathbf n$, the spinor matrix is $S=e^{\zeta\boldsymbol\alpha\cdot\mathbf n/2}$ with $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$. Acting on the spinor at rest with $\cosh(\zeta/2)=\sqrt{N/2mc}$ and $\sinh(\zeta/2)=|\mathbf p|/\sqrt{2mcN}$, it gives \eqref{spinor}. Spinors and states are thus built by the same boosts from the same spins at rest, so they transform with the same matrix: $S(\Lambda)u(p,\chi)=u(\Lambda p,D\chi)$.

Q: And the matrices $\gamma^\mu$ between them form a four-vector?

A: Yes. For a boost along $z$, $\alpha_z$ anticommutes with $\gamma^0$ and $\gamma^3$ and commutes with $\gamma^1$ and $\gamma^2$. Hence
\begin{equation}
S^{-1}\gamma^0S=\gamma^0S^2=\gamma^0\cosh\zeta+\gamma^3\sinh\zeta,
\end{equation}
and likewise $S^{-1}\gamma^3S=\gamma^3\cosh\zeta+\gamma^0\sinh\zeta$. A rotation acts equally on the upper and lower spinors and turns $\boldsymbol\gamma$ as a vector. Combining the two, $S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu$. In both cases $S^\dagger\gamma^0=\gamma^0S^{-1}$, so $\bar u$ transforms with $S^{-1}$. Parity acts as $\gamma^0$, which takes $u(\mathbf p,\chi)$ to $u(-\mathbf p,\chi)$.

I can therefore propose a covariant form and compare it with \eqref{restated} in the Breit frame alone:
\begin{equation}
J^\mu=c\,\bar u'\!\left[F_1\gamma^\mu+F_2\frac{i\sigma^{\mu\nu}q_\nu}{2mc}\right]\!u,
\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].
\label{vertex}
\end{equation}

Q: The first term is familiar. The second looks chosen to make the count come out. What does it do between on-shell spinors?

A: It can be reduced with the Dirac equation. From the definition, $i\sigma^{\mu\nu}q_\nu=-\frac12(\gamma^\mu\not{q}-\not{q}\gamma^\mu)$. Next to the spinors, $\not{p}u=mcu$ and $\bar u'\not{p}'=mc\bar u'$. Using $\gamma^\mu\not{p}'=2p'^\mu-\not{p}'\gamma^\mu$ and the same rule for $p$,
\begin{align}
\bar u'\gamma^\mu\not{q}u&=\bar u'(2p'^\mu-2mc\gamma^\mu)u,\\
\bar u'\not{q}\gamma^\mu u&=\bar u'(2mc\gamma^\mu-2p^\mu)u .
\end{align}
Subtracting and multiplying by $-\frac12$ gives the Gordon identity, with $P=p+p'$:
\begin{equation}
\bar u'i\sigma^{\mu\nu}q_\nu u=\bar u'(2mc\gamma^\mu-P^\mu)u .
\label{gordon}
\end{equation}
The second term is conserved because $\sigma^{\mu\nu}q_\mu q_\nu=0$ by antisymmetry. The first is conserved because $\bar u'\not{q}u=(mc-mc)\bar u'u=0$.

Q: Now make the comparison. I want to see the factors of $k$ and $mc$.

A: In the Breit frame $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=-k^2/4$, and $k^2/(4N)=E/c-mc$. Leaving out the outer $\chi'^\dagger$ and $\chi$,
\begin{align}
\bar u'\gamma^0u&=N-\frac{k^2}{4N}=2mc,\\
\bar u'u&=N+\frac{k^2}{4N}=\frac{2E}{c},\\
\bar u'\gamma^iu&=\sigma_i\boldsymbol\sigma\cdot\mathbf p+
\boldsymbol\sigma\cdot\mathbf p'\sigma_i
=\tfrac12[\boldsymbol\sigma\cdot\mathbf k,\sigma_i]
=i(\boldsymbol\sigma\times\mathbf k)_i .
\end{align}
The last step uses $[\sigma_l,\sigma_i]=2i\epsilon_{lin}\sigma_n$. In this frame $P=(2E/c,\mathbf 0)$. The identity \eqref{gordon} then gives for the time component
\begin{equation}
\frac{\bar u'i\sigma^{0\nu}q_\nu u}{2mc}
=2mc-\frac{(2E/c)^2}{2mc}=-\frac{k^2}{2mc}=-2mc\,\tau,
\quad \tau=\frac{k^2}{4m^2c^2}.
\end{equation}
For the spatial components $\mathbf P=0$, so the second term gives $i\boldsymbol\sigma\times\mathbf k$, the same as the first. Comparison with \eqref{restated} yields
\begin{equation}
G_E=F_1-\tau F_2,\qquad G_M=F_1+F_2 .
\end{equation}
Subtracting the first relation from the second isolates $F_2$. Adding $\tau$ times the second to the first isolates $F_1$:
\begin{equation}
F_1=\frac{G_E+\tau G_M}{1+\tau},\qquad
F_2=\frac{G_M-G_E}{1+\tau}.
\label{inverse}
\end{equation}
For $q^2<0$ the denominator exceeds one. Every allowed current therefore has one and only one pair $F_1,F_2$, and both are real because $G_E$, $G_M$ and $\tau$ are real. Both sides of \eqref{vertex} are covariant, so agreement in the Breit frame is agreement in all frames.

Q: I can still write longer strings of matrices. Take $\not{p}\gamma^\mu\not{p}'$. Surely that is a third possibility?

A: It becomes a combination of the two once it stands between the spinors. Move $\not{p}$ to the right and $\not{p}'$ to the left:
\begin{align}
\bar u'\not{p}\gamma^\mu\not{p}'u
&=\bar u'(2p^\mu\not{p}'-\gamma^\mu\not{p}\not{p}')u\nonumber\\
&=\bar u'\bigl[2mcp^\mu-2p\cdot p'\gamma^\mu+mc\gamma^\mu\not{p}'\bigr]u\nonumber\\
&=\bar u'\bigl[2mcP^\mu-(2p\cdot p'+m^2c^2)\gamma^\mu\bigr]u .
\end{align}
The second line uses $\not{p}\not{p}'=2p\cdot p'-\not{p}'\not{p}$, and the third uses $\gamma^\mu\not{p}'=2p'^\mu-\not{p}'\gamma^\mu$. Now $2p\cdot p'=2m^2c^2+k^2$, and \eqref{gordon} replaces $P^\mu$. The result is \eqref{vertex} without the prefactor $c$, with $F_1=m^2c^2-k^2$ and $F_2=-4m^2c^2$. The Breit-frame count guarantees such a reduction for every string that obeys the assumptions.

Q: What do the two functions mean when the photon transfers little momentum?

A: As $k\to0$, $\tau\to0$ and $G_E\to Z$, so $F_1(0)=Z$, the charge number. For the magnetic part, divide the transverse current by the normalization $2mc$ of a slow particle. To first order in $k$ it is $i\boldsymbol\sigma\times\mathbf k\,G_M(0)/(2m)$. A particle at the origin with magnetic moment operator $\mu\boldsymbol\sigma$ has the current $\nabla\times[\mu\boldsymbol\sigma\delta^3(\mathbf x)]$. The moment is defined here as $\frac12\int d^3x\,\mathbf x\times\mathbf J$, with no factor $1/c$. If the particle sits at $\mathbf X$, the current at the origin is $\mathbf J(-\mathbf X)$, and the initial and final plane waves supply $e^{-i\mathbf k\cdot\mathbf X}$. The matrix element of $\mathbf J(0)$ is therefore $\int d^3X\,e^{-i\mathbf k\cdot\mathbf X}\mathbf J(-\mathbf X)=\int d^3x\,e^{i\mathbf k\cdot\mathbf x}\mathbf J(\mathbf x)$. This integral is, after integration by parts, $-i\mathbf k\times\mu\boldsymbol\sigma=i\mu\boldsymbol\sigma\times\mathbf k$. Hence
\begin{equation}
\mu=\frac{F_1(0)+F_2(0)}{2m}.
\end{equation}
A neutral particle has $F_1(0)=0$ but may still have a magnetic moment through $F_2(0)$. A point Dirac particle at tree level has $F_1=Z$ and $F_2=0$ at every $q^2$.

Q: Which assumption is doing the work? Suppose parity is violated.

A: Then the terms $b\sigma_z$ in $j^0$ and $d\boldsymbol\sigma_\perp$ in $\mathbf j$ survive. Conservation still removes all of $j^3$. Under the half turn that exchanges the momenta, $b\sigma_z$ changes sign while $d\boldsymbol\sigma_\perp$ does not. Hermiticity then makes $b$ imaginary and $d$ real, so there are four real functions instead of two.

Their covariant structures are $\sigma^{\mu\nu}\gamma_5q_\nu$ and $(q^2\gamma^\mu-q^\mu\not{q})\gamma_5$. In the Breit frame the first has $\sigma^{03}q_3=-ik\alpha_z$, and $\alpha_z\gamma_5$ is the spin matrix $\Sigma_z$. It gives
\begin{equation}
-ik\,\bar u'\Sigma_zu=-ik\Bigl(N+\frac{k^2}{4N}\Bigr)\sigma_z
=-\frac{2ikE}{c}\,\sigma_z ,
\end{equation}
a charge term with an imaginary coefficient, as required. Its transverse part is proportional to $\{\sigma_i,\sigma_z\}$ and vanishes. The second structure has a transverse part $q^2\bar u'\gamma^i\gamma_5u=-k^2(2E/c)\sigma_i$, since $\sigma_z\sigma_i\sigma_z=-\sigma_i$. Its time component is proportional to $\boldsymbol\sigma\cdot(\mathbf p+\mathbf p')=0$, and its $z$ component cancels between the two terms. These are the electric dipole and anapole couplings.

Q: And if the current were not conserved, or not hermitian?

A: With parity but without conservation, the term $j^3=a'$ returns. The half turn reverses its sign, so hermiticity requires $a'^*=-a'$. The extra structure is $iq^\mu$ with a real coefficient, making three real functions. Without hermiticity but with parity and conservation, $F_1$ and $F_2$ are two complex functions. Time reversal has not been used at any point.

Q: Then should $F_1$ and $F_2$ also be real when a photon creates a particle and its antiparticle?

A: This argument does not show that. There $q^2\ge4m^2c^2$, and the matrix element connects the vacuum to a pair. Hermiticity relates it to the element from the pair to the vacuum. No rotation exchanges the vacuum with the pair, so the step that made the form factors real is missing. The step also fails when scattering changes the target into a particle of another mass, since the two states cannot then be exchanged by a rotation.

Q: Give me numbers, and show that the answer survives a change of frame.

A: I take round model parameters: $mc^2=1.00\times10^9$ eV and $kc=6.00\times10^8$ eV. Let the Breit charge amplitude be $cj^0=1.40\times10^9$ eV, and let the amplitude $cj^1$ from spin down to spin up be $1.14\times10^9$ eV. The length $1/k$ is $3.289\times10^{-6}$ angstrom. Then
\begin{align}
\tau&=\frac{(6.00\times10^8)^2}{4(1.00\times10^9)^2}=0.0900,\\
G_E&=\frac{1.40\times10^9}{2.00\times10^9}=0.700,\qquad
G_M=\frac{1.14\times10^9}{6.00\times10^8}=1.90,\\
F_1&=\frac{0.700+0.0900\times1.90}{1.0900}=0.799,\qquad
F_2=\frac{1.90-0.700}{1.0900}=1.101 .
\end{align}
These are the values at one momentum transfer; $F_1=0.799$ is not the particle's charge.

Now boost along $z$ until the initial particle is at rest. The boost has $\cosh\zeta=E/(mc^2)=\sqrt{1+\tau}=1.0440$ and $\sinh\zeta=k/(2mc)=0.300$. It is parallel to both momenta and leaves the spin labels unchanged. Since $J^3=0$ in the Breit frame, the elements with the spin kept become
\begin{align}
J^0&=1.0440\times1.40\times10^9=1.462\times10^9\ \text{eV},\\
J^3&=0.300\times1.40\times10^9=4.20\times10^8\ \text{eV}.
\end{align}
The spin-flip element of $J^1$ stays at $1.14\times10^9$ eV.

Q: That used the boost. Does the Dirac vertex itself give the same current in this frame?

A: Here $\mathbf p=0$ and $\mathbf p'=k\cosh\zeta\,\hat{\mathbf z}$. By \eqref{recoil}, $T=k^2/(2m)$, so $E'/c+mc=2mc(1+\tau)=2mc\cosh^2\zeta$. With these values \eqref{spinor} gives, for the spin kept,
\begin{equation}
\bar u'\gamma^0u=\bar u'u=2mc\cosh\zeta,\qquad \bar u'\gamma^3u=k .
\end{equation}
By \eqref{gordon} the vertex is $(F_1+F_2)\gamma^\mu-F_2P^\mu/(2mc)$, with $P^0=2mc(1+\tau)$ and $P^3=k\cosh\zeta$. Therefore
\begin{align}
J^0&=2mc^2\cosh\zeta\,[G_M-(1+\tau)F_2]=2mc^2\cosh\zeta\,G_E,\\
J^3&=ck\,[G_M-(1+\tau)F_2]=ck\,G_E .
\end{align}
These are the boosted values found above. For the transverse current $\bar u'\gamma^1u=k\sigma_z\sigma_x=ik\sigma_y$, whose up-down element is $k$. Multiplied by $cG_M$, it gives $1.14\times10^9$ eV again.

Q: In this frame the current has a component along the momentum transfer. Has conservation been lost?

A: No, because energy is now transferred as well. The transfers are $cq^0=0.300\times6.00\times10^8=1.80\times10^8$ eV and $cq^3=1.0440\times6.00\times10^8=6.264\times10^8$ eV. The products $cq^0J^0$ and $cq^3J^3$ are both $2.631\times10^{17}$ eV$^2$, and their difference, $cq_\mu J^\mu$, vanishes. The longitudinal current is tied to the charge amplitude and adds no third form factor.

Numerical values quoted here were computed with a short program.
